# Double-Bit Errors in Words Whose Shared Error Probability Varies

## Definitions and conventions

A memory word has \(n\ge 2\) bits. During one interval of use each bit either keeps its value or fails. Let \(X_i=1\) if bit \(i\) fails and \(X_i=0\) otherwise, and let \(N=\sum_i X_i\) be the number of errors in the word.

**Assumption A (shared probability).** Every word has one error probability \(p\), with \(0\le p\le 1\), common to all its bits. Given \(p\), the bits fail independently.

**Assumption B (variation between words).** Over the population of words \(p\) has a probability distribution. The symbol \(\mathbb E\) denotes the average over words and, where errors appear, over the errors too. Write

\[
\mu_k=\mathbb E[p^k],\qquad m=\mu_1>0,\qquad s^2=\mu_2-m^2,\qquad c=\frac{s}{m}.
\]

Here \(c\) is the coefficient of variation. Since \(s^2=c^2m^2\),

\[
\mu_2=m^2+s^2=m^2(1+c^2). \tag{1}
\]

The *independent estimate* gives every bit the same mean error probability \(m\) and treats all bits as independent. A double error means \(N\ge2\), which is the event that defeats a code correcting one error per word. Its probability is \(D\) under Assumptions A and B, and \(D_0\) in the independent estimate. Their ratio is \(R=D/D_0\).

## Theorem

Under Assumptions A and B:

1. Any two chosen bits both fail with probability \(m^2(1+c^2)\), which is \(1+c^2\) times the independent value.
2. The expected number of failed pairs in a word is \(\binom n2 m^2(1+c^2)\).
3. With
\[
a=\frac{2(n-2)}{3}\,\frac{\mu_3}{\mu_2},\qquad b=\frac{2(n-2)}{3}\,m,
\]
the ratio for the whole word obeys
\[
(1+c^2)(1-a)\;\le\;R\;\le\;\frac{1+c^2}{1-b}, \tag{2}
\]
where the upper bound requires \(b<1\). Moreover \(b\le a\), so \(R/(1+c^2)\to1\) as \(a\to0\).

The double-error probability is thus multiplied by \(1+c^2\); its relative increase is \(c^2\). For a chosen pair this is an identity. For a word it is a leading-order law, with errors controlled by (2).

## Two lemmas

**Lemma 1.** For every integer \(N\ge0\), let \(\mathbf 1[N\ge2]\) be one if \(N\ge2\) and zero otherwise. Then

\[
\binom N2-2\binom N3\le \mathbf 1[N\ge2]\le\binom N2. \tag{3}
\]

*Proof.* For \(N=0,1\) all three expressions vanish. For \(N\ge2\) the upper bound holds because there is at least one pair. For the lower bound use \(\binom N3=\binom N2(N-2)/3\), which gives

\[
\binom N2-2\binom N3=\binom N2\left[1-\frac{2(N-2)}3\right].
\]

This is \(1\) for \(N=2\) and \(3(1-2/3)=1\) for \(N=3\). For \(N\ge4\) the bracket is at most \(-1/3\), so the expression is negative and lies below \(1\). \(\square\)

**Lemma 2.** Under Assumptions A and B, \(\mathbb E\binom Nk=\binom nk\mu_k\).

*Proof.* The number \(\binom Nk\) counts the sets of \(k\) bits that have all failed. There are \(\binom nk\) possible sets. Given \(p\), conditional independence makes the probability that all bits of one set fail equal to \(p^k\). Summing over sets gives \(\binom nk p^k\), and averaging over words gives the result. \(\square\)

## Proof of the theorem

**Part 1.** For \(i\ne j\), condition on the word first:

\[
P(X_i=X_j=1)=\mathbb E\big[P(X_i=1\mid p)\,P(X_j=1\mid p)\big]=\mathbb E[p^2]=m^2(1+c^2).
\]

The last equality is (1). In the independent estimate the same probability is \(m^2\).

**Part 2.** This is Lemma 2 with \(k=2\), followed by (1).

**Part 3.** Averaging (3) with the help of Lemma 2 gives

\[
\binom n2\mu_2-2\binom n3\mu_3\le D\le\binom n2\mu_2.
\]

Because \(2\binom n3=\binom n2\,2(n-2)/3\), this becomes

\[
\binom n2\mu_2(1-a)\le D\le\binom n2\mu_2. \tag{4}
\]

The independent estimate is the special case in which \(p=m\) for every word. Then \(\mu_2=m^2\) and \(\mu_3/\mu_2=m\), so

\[
\binom n2m^2(1-b)\le D_0\le\binom n2m^2. \tag{5}
\]

If \(a\le1\), divide the lower bound in (4) by the upper bound in (5) to obtain the left side of (2). If \(a>1\), the left side of (2) is negative and the bound holds because \(R\ge0\). If \(b<1\), divide the upper bound in (4) by the positive lower bound in (5) to obtain the right side.

To compare \(a\) with \(b\), let \(q\) be an independent copy of \(p\). The differences \(p^2-q^2\) and \(p-q\) have the same sign, so

\[
0\le\mathbb E[(p^2-q^2)(p-q)]=2\mu_3-2\mu_2m.
\]

Hence \(\mu_3/\mu_2\ge m\) and \(a\ge b\). When \(a\to0\), both bounds in (2), divided by \(1+c^2\), tend to one. \(\square\)

**Remark (exactly two errors).** The same argument works with \(3\binom N3\) in place of \(2\binom N3\), since \(\binom N2-3\binom N3=\binom N2(3-N)\) for \(N\ge2\). This equals one at \(N=2\), zero at \(N=3\), and is negative beyond. In the bounds, \(a\) and \(b\) are replaced by \((n-2)\mu_3/\mu_2\) and \((n-2)m\).

**Remark (a small correlation can matter).** The covariance of two bits is \(\mu_2-m^2=s^2\), and the variance of one bit is \(m(1-m)\). Their correlation coefficient is therefore \(c^2m/(1-m)\). It can be tiny when \(m\) is tiny, although the joint failure probability is multiplied by \(1+c^2\). The relevant comparison is between \(s^2\) and \(m^2\), not between \(s^2\) and \(m\).

## A small word counted in full

Let \(n=6\). One fifth of the words have \(p=0.1\) and four fifths have \(p=0.01\). Then

\[
m=0.2(0.1)+0.8(0.01)=0.028,
\]
\[
\mu_2=0.2(0.01)+0.8(0.0001)=0.00208.
\]

Since \(m^2=0.000784\), we have \(1+c^2=0.00208/0.000784=2.653\). The expected number of failed pairs is \(15(0.00208)=0.0312\). Enumeration of all 64 error patterns reproduces these pair results and gives \(D=0.02402\).

The double-error probability is below the pair count because a word with three errors contains three failed pairs but is one failed word. Here \(\mu_3=0.0002008\), and the lower bound in (4) is \(0.0312-40(0.0002008)=0.02317\), as required.

## Where the word law fails

**Rare, nearly dead words.** A small expected number of errors, \(nm\ll1\), does not ensure that \(a\) is small. Take \(n=72\), and let one word in a million have \(p=0.5\) while the others have \(p=10^{-6}\). Then \(nm=1.08\times10^{-4}\), but \(1+c^2=1.11\times10^5\), whereas the true ratio is \(R=174\). The pair factor is too large for the word by a factor of 637.

The reason is visible in the count. A dead word has on average \(2556\times0.25=639\) failed pairs, yet it can contribute at most one failed word. Parts 1 and 2 of the theorem remain true; replacing the word count by the pair count is what fails. Such words should be treated as a separate class.

**Saturation.** Variation can even lower the double-error probability. Let half the words have \(p=0\) and half \(p=1\). Then \(1+c^2=2\) and \(D=1/2\), while \(m=1/2\) gives

\[
D_0=1-2^{-n}-n2^{-n}=1-(n+1)2^{-n}.
\]

For large \(n\), \(R\to1/2\).

A sufficient condition for \(R\ge1\) follows from the double-error probability of a word with given \(p\),

\[
f(p)=1-(1-p)^n-np(1-p)^{n-1}.
\]

In its first derivative the two terms \(n(1-p)^{n-1}\) cancel, leaving \(f'(p)=n(n-1)p(1-p)^{n-2}\). For \(n\ge3\), another derivative gives

\[
f''(p)=n(n-1)(1-p)^{n-3}[1-(n-1)p].
\]

Thus \(f\) is convex for \(p\le1/(n-1)\). If every word lies in this range, Jensen's inequality gives \(D=\mathbb E[f(p)]\ge f(m)=D_0\).

**Dependence on shape.** When \(a\) is small, the distribution enters \(R\) at leading order through \(c\) alone. For \(n=72\) and \(m=10^{-6}\), a uniform distribution from zero to \(2m\) has \(1+c^2=1.3333\) and \(R=1.3333\). If a tenth of the words have \(p=5.5m\) and the rest \(0.5m\), the two values are 3.2500 and 3.2494.

## Scatter between bits of one word

Real bits also differ within a word. Suppose that, given the word's quality \(w\), each bit draws its own error probability \(p_i\) independently from the same distribution. Define the word average

\[
g(w)=\mathbb E[p_i\mid w].
\]

**Corollary.** Averaged over these draws, the theorem holds with \(p\) replaced by \(g\).

*Proof.* For any set of \(k\) bits, the probability that all fail given \(w\) is \(\mathbb E[\prod p_i\mid w]=g(w)^k\), by independence of the draws. This is Assumption A with error probability \(g\). \(\square\)

The pair factor is therefore \(\mathbb E[g^2]/(\mathbb E[g])^2\). The single-bit population instead gives \(\mathbb E[p_i^2]/(\mathbb E[p_i])^2\), which is at least as large because \(\mathbb E[p_i^2\mid w]\ge g(w)^2\). A measured histogram of single-bit error rates does not by itself supply the required \(c\); the bits must be grouped by word.

If the two bits instead come from groups with independent qualities, their joint probability is \(m^2\). Placing every bit of a word in a different group removes the factor, provided that the groups really are independent. If several bits share a group, the pairs within that group keep the factor.

## Thermal retention errors

Consider a magnetic bit that must cross an energy barrier \(E\) to reverse. Let \(\theta=k_BT\) be the thermal energy, \(f_0\) the attempt rate and \(t\) the interval between corrections. With a constant escape rate and no return flips,

\[
p=1-\exp\!\left(-f_0t\,e^{-E/\theta}\right)\simeq f_0t\,e^{-E/\theta}. \tag{6}
\]

The approximation requires \(p\ll1\) for the words that dominate the averages. Let all bits of a word share \(E=\bar E+\sigma z\), where \(z\) is a standard Gaussian variable over words. Put \(r=\sigma/\theta\) and \(p_0=f_0t\,e^{-\bar E/\theta}\), so that \(p\simeq p_0e^{-rz}\). Completing the square,

\[
-\frac{z^2}{2}-krz=-\frac{(z+kr)^2}{2}+\frac{k^2r^2}{2},
\]

gives

\[
\mu_k\simeq p_0^k\,e^{k^2r^2/2}. \tag{7}
\]

Therefore \(m\simeq p_0e^{r^2/2}\) and \(\mu_2\simeq p_0^2e^{2r^2}\), so that

\[
1+c^2=\frac{\mu_2}{m^2}\simeq e^{r^2}=e^{(\sigma/k_BT)^2}. \tag{8}
\]

Likewise \(\mu_3/\mu_2\simeq p_0e^{5r^2/2}=m\,e^{2r^2}\), which sets the size of \(a\).

The completed square with \(k=2\) also shows which words matter. Weighting by \(p^2\) moves the mean of \(z\) from zero to \(-2r\), so the mean barrier under this weight is \(\bar E-2\sigma^2/\theta\). The distribution of \(z\) keeps its unit width, so when \(r\) is comparable with one or larger, double errors come mainly from words with barriers below the mean.

For \(r\ll1\), (8) gives \(1+c^2\simeq1+r^2\). A shared spread well below the thermal energy then has little effect, while one comparable with it has a large effect.

## Worked example

Take words of 72 bits, 64 for data and 8 for checking, with a code that corrects one error. The memory has \(2^{24}\) words, is corrected once a day and operates at 358.15 K (85 °C). The parameters are \(\bar E=1.45\) eV, \(\sigma=0.03\) eV and \(f_0=10^9\ \mathrm{s^{-1}}\).

The thermal energy is \(\theta=0.030863\) eV, so \(\bar E/\theta=46.98\) and \(r=0.972\). With \(t=86400\) s,

\[
p_0=(8.64\times10^{13})e^{-46.98}\simeq3.41\times10^{-7},
\]
\[
m\simeq p_0e^{0.972^2/2}\simeq5.47\times10^{-7}.
\]

Equation (8) gives \(1+c^2=e^{0.972^2}=2.572\), or \(c=1.254\). There are \(\binom{72}{2}=2556\) pairs, hence

\[
D_0\simeq2556\,(5.467\times10^{-7})^2=7.64\times10^{-10},
\]
\[
D\simeq2.572\,D_0=1.96\times10^{-9}.
\]

The correction is small: \(\mu_3/\mu_2=3.62\times10^{-6}\) gives \(a=1.69\times10^{-4}\). Direct averaging of the binomial probabilities over the barrier distribution gives \(R=2.5721\), between the bounds 2.5720 and 2.5725. This agreement does not survive a much wider spread, because \(a\) grows as \(e^{5r^2/2}\) at fixed \(p_0\). With the other parameters unchanged, direct averaging gives \(R=8.35\) against \(e^{r^2}=8.38\) for \(\sigma=0.045\) eV, 39 against 44 for 0.06 eV, 121 against 367 for 0.075 eV, and 109 against about 4900 for 0.09 eV.

Multiplying by the number of words gives 0.033 expected uncorrectable words per day, against 0.013 in the independent estimate. These are about one in 30 days and one in 78 days. Yet the correlation coefficient of two bits is only \(c^2m\simeq8.6\times10^{-7}\). The \(p^2\)-weighted mean barrier is 1.392 eV, which is 0.058 eV below the population mean.

A random simulation used four million words with the same \(r\), but with \(m\) raised to \(2\times10^{-4}\) so that double errors occur often enough to count. It gave \(R=2.42\) with a standard error of 0.08. The bounds at that error level are 2.41 and 2.60. Direct averaging at that level gives \(R=2.45\). The simulated value agrees with it within the standard error and is far from the independent value of one.

## Comparison with real devices

The example represents perpendicular magnetic tunnel junctions of the CoFeB/MgO type. Diameters of tens of nanometres and barriers of tens of \(k_BT\) are roughly typical; the shared spread of 0.03 eV is a chosen value. A barrier of 47 \(k_BT\), used here with daily correction, is low for storage over ten years without correction. By (6), keeping \(p_0\) fixed over ten years instead of one day requires about \(\ln3650\simeq8.2\) more units of \(k_BT\). Real devices also break the assumption of identical bits within a word. Adding an independent bit scatter of 0.06 eV raises \(m\) to \(3.62\times10^{-6}\) and the expected number of uncorrectable words to 1.44 per day, about 44 times the earlier value. The ratio hardly moves, to \(R=2.568\). The single-bit population would suggest a factor of 109, which illustrates the corollary.

Other neglected effects, each added separately to the original example, change the result as follows.

- **Temperature differences.** Let word temperatures differ by 1 K rms and let barriers fall by 0.3 percent per kelvin. This further shared variation raises \(R\) to 2.75, an increase of about 7 percent.
- **The Gaussian tail.** Removing words beyond three standard deviations lowers \(R\) to 2.29, a decrease of 11 percent. The \(p^2\) weight is centred at \(z=-2r=-1.94\), so the removed weak tail matters. The accuracy of the predicted factor thus depends on how well that tail is known.
- **Stray fields.** For bits 40 nm wide and 1.5 nm thick, with magnetization 1000 kA/m and pitch 100 nm, a point-dipole estimate gives a neighbour field of 0.19 mT; allowing for the width of the bits would raise the interaction by about 10 percent. Reversing the neighbour changes the barrier by 4.4 meV in uniform reversal. Uniform reversal is an assumption here: by a straight-wall estimate, a bit of this size and barrier reverses more easily through a domain wall if its exchange stiffness is below roughly 8 pJ/m. If adjacent moments start antiparallel, the first flip makes the second easier, and the joint probability of an adjacent pair rises by 15 percent relative to the product of its single-bit probabilities. With the word laid out in one line, 71 of the 2556 pairs are adjacent, so the word ratio rises by about 0.4 percent if the stored bits alternate. For adjacent moments that start parallel the effect has the opposite sign, and in random data the two contributions nearly cancel. These figures assume that all words hold the same kind of pattern. Patterns that differ between words are a further shared variation: if half the words alternate and half are uniform, the ratio rises by about 2 percent. An offset field from the reference layer, not included above, acts in the same way and can be larger. For half all-zero and half all-one words it multiplies the pair factor by 1.13 at 1 mT and by 1.9 at 5 mT, while for random data it acts as bit scatter and leaves the factor unchanged.
- **Attempt rate.** A tenfold larger \(f_0\) multiplies \(m\) by ten but hardly changes \(R\), which becomes 2.569, because at small \(p\) a common prefactor cancels from \(c\).

At 298.15 K (25 °C), with barriers, spread, attempt rate and interval held fixed, \(m\) falls to \(5.3\times10^{-11}\) while \(R\) rises to 3.91. Cooling reduces the errors themselves, but the same spread in energy is then a larger multiple of \(k_BT\), so the independent estimate is worse in relative terms. These figures isolate the effect of \(k_BT\) and do not predict a real device, whose barriers also change with temperature. If all barriers, and hence their spread, were 18 percent higher at 25 °C, as a slope of 0.3 percent per kelvin over 60 K implies, \(m\) would be about \(2.7\times10^{-15}\) and \(R\) about 6.7. The numerical output below lists most of the values used here.

## Computed values

```
Six-bit word: mean p = 0.0280, c^2 = 1.6531
Six-bit word: both of two chosen bits fail = 0.002080
Six-bit word: square of mean p = 0.000784
Six-bit word: expected failed pairs = 0.031200
Six-bit word: probability of two or more errors = 0.024021
uniform: m = 1.000e-06, 1+c^2 = 1.33333, R = 1.33330
exponential: m = 1.000e-06, 1+c^2 = 1.99965, R = 1.99946
two-class: m = 1.000e-06, 1+c^2 = 3.25000, R = 3.24937
Dead-word case: fraction 1e-06, p = 0.5, other p = 1e-06
Dead-word case: n*m = 1.080e-04
Dead-word case: 1+c^2 = 1.1111e+05, true R = 1.7434e+02
Dead-word case: 1+c^2 too large by factor 637.3
Example: bits per word = 72, bit pairs = 2556, words = 16777216
Temperature = 358.15 K, thermal energy = 0.030863 eV
Mean barrier = 1.45 eV, shared deviation = 0.03 eV
Attempt rate = 1.0e+09 1/s, scrub interval = 86400 s
Mean barrier / kT = 46.982, deviation / kT = 0.9720
Error probability at mean barrier = 3.4084e-07
Mean bit error probability m = 5.4667e-07
c^2 = 1.5724, c = 1.2540
1+c^2 = 2.57244, exp((deviation/kT)^2) = 2.57245
Independent double-error probability = 7.6384e-10
Shared-p double-error probability = 1.9647e-09
R = 2.57208, bounds 2.57201 to 2.57251
mu3/mu2 = 3.6176e-06, 2(n-2)mu3/(3mu2) = 1.6882e-04
Mean barrier weighted by p^2 = 1.3917 eV
Uncorrectable words per day, independent = 0.01282
Uncorrectable words per day, shared p = 0.03296
Simulation: words = 4000000, m = 2.0e-04
Simulation: R = 2.416, standard error = 0.077
Simulation: bounds on R = 2.414 to 2.597
Independent bit scatter = 0.06 eV: m = 3.6169e-06
With bit scatter: word-average 1+c^2 = 2.5709, R = 2.5684
With bit scatter: single-bit population 1+c^2 = 109.32
With bit scatter: double-error probability = 8.5866e-08
With bit scatter: uncorrectable words per day = 1.4406
Word temperature rms = 1.0 K, barrier loss = 0.3 percent/K
With temperature differences: R = 2.7451
Barriers cut at 3 standard deviations: R = 2.2886
Bit diameter = 40 nm, thickness = 1.5 nm
Pitch = 100 nm, magnetization = 1000 kA/m
Neighbour stray field = 0.1885 mT
Barrier change when neighbour flips = 4.435 meV
Adjacent-pair factor = 1.1545, adjacent pairs = 71
Stray-field change of word ratio = 0.429 percent
Tenfold attempt rate: m = 5.4667e-06, R = 2.56872
At 298.15 K, same barriers: m = 5.2784e-11, R = 3.9095
```
